Vineyard's harmonic switching rate from the flux through a saddle surface, part 1

(Sections cited here and not found follow in the second part.)

## First half: from crossings to frequencies

**Q.** A polar cell in a ferroelectric hafnia film sits in one of two polarization states. You want the rate of thermal switching from equilibrium statistics. Equilibrium is a state in which nothing changes. How can it contain a rate?

**A.** In equilibrium the net current between the two states is zero, but the current in each direction is not. If I draw a surface between the states, systems cross it both ways all the time. The one-way current, divided by the population of the state it leaves, is a rate.

Let A be the initial well and B the final one. I describe the moving atoms by N displacements x_i with masses m_i and potential energy V. The motion is classical and the temperature is T. I write Γ for the escape rate, so that a population n_A with no return obeys

dn_A/dt = −Γ n_A.

Two assumptions enter here. First, well A is in thermal equilibrium within itself, so vibrations restore the Boltzmann distribution faster than escape depletes it. Second, a system that crosses the surface from A to B came from A and stays in B long enough to lose its memory. Each forward crossing then counts as one escape. I shall have to defend the second assumption when the surface is chosen.

**Q.** The atoms have different masses. An oxygen displacement and a hafnium displacement don't have the same thermal speed. What does "speed through the surface" mean in N dimensions?

**A.** Mass weighting removes the difficulty. Define

q_i = √m_i x_i, so that q̇_i = √m_i ẋ_i.

The kinetic energy becomes

Σ ½ m_i ẋ_i² = ½ Σ q̇_i² = ½|q̇|².

The system now moves like one particle of unit mass in N dimensions. Phase-space volume keeps its form. The momentum is p_i = m_i ẋ_i = √m_i q̇_i, hence

dx_i dp_i = (dq_i/√m_i)(√m_i dq̇_i) = dq_i dq̇_i.

The equilibrium density in q and q̇ is therefore proportional to

exp(−|q̇|²/2k_BT) exp(−V(q)/k_BT).

Positions and velocities are independent. Each q̇_i is Gaussian with mean zero and variance k_BT, whatever the mass.

**Q.** Then count the crossings, without assuming anything about frequencies.

**A.** Take a plane S with unit normal n, pointing from A towards B. Let u = n·q̇ be the normal velocity. During a short time dt, a system with u > 0 crosses an element dS if it starts within the distance u dt behind it. The volume holding such systems is u dt dS. Summing over the plane and over all velocities with u > 0, then dividing by the population of A, gives

Γ(n) = ⟨u₊⟩ · ∫_S exp(−V/k_BT) dS / ∫_A exp(−V/k_BT) dq.

Here u₊ equals u when u is positive and zero otherwise. The average is over the velocity distribution, which factors out because it doesn't depend on position. Its normalization is common to numerator and denominator and cancels.

The first factor says how fast systems cross. The second says how likely a system is to be at the surface, per unit distance along the normal, compared with being anywhere in the well.

**Q.** The normal may mix oxygen and hafnium motion in any proportion. Is the average speed really the same for every mixture?

**A.** Yes, because the velocity distribution is isotropic in mass-weighted coordinates. The variance of u is

⟨u²⟩ = Σ_ij n_i n_j ⟨q̇_i q̇_j⟩ = k_BT Σ_i n_i² = k_BT,

since different components are uncorrelated and n has unit length. A sum of Gaussian variables is Gaussian, so

⟨u₊⟩ = (1/√(2πk_BT)) ∫₀^∞ u exp(−u²/2k_BT) du
= k_BT/√(2πk_BT)
= √(k_BT/2π).

The integral equals k_BT because the integrand is the derivative of −k_BT exp(−u²/2k_BT).

A numerical test used masses of 64 and 714 atomic mass units at 300 K, with a normal having components 0.6 and 0.8 along the two coordinates. Direct integration over the ordinary velocities agreed with this formula to better than one part in ten thousand.

**Q.** You still have an N-dimensional integral over the well. Where do vibration frequencies come from?

**A.** From the assumption that k_BT is small compared with the barrier. The Boltzmann factor then confines the system to the neighbourhood of the minimum q_A. The gradient vanishes there, and the first terms of the expansion are

V = V_A + ½ Σ_ij H_ij (q−q_A)_i (q−q_A)_j,

where H_ij = ∂²V/∂q_i∂q_j. This symmetric matrix has orthonormal eigenvectors. Let Q_i be the coordinates along them and ω_i² the eigenvalues, all positive at a minimum. Then

V = V_A + ½ Σ_i ω_i² Q_i².

Newton's equation for unit mass is Q̈_i = −ω_i² Q_i, so ω_i is the angular frequency of the normal mode. The change from q to Q is a rotation and leaves the volume element unchanged.

The limits of integration may be moved to infinity, because the added region carries a negligible Gaussian weight at low temperature. Each mode gives

∫ exp(−ω_i² Q_i²/2k_BT) dQ_i = √(2πk_BT)/ω_i,

and the well integral is

∫_A exp(−V/k_BT) dq = exp(−V_A/k_BT) (2πk_BT)^(N/2) / ∏_{i=1}^{N} ω_i.

A soft mode has a small ω_i. It gives the well more room, and so lowers the chance of finding the system at the exit.

**Q.** And the surface? You can't expand around a minimum there.

**A.** I can, on the surface. Let the lowest pass out of A be a first-order saddle at q_S. The gradient vanishes there too, and the second-derivative matrix has one negative eigenvalue, −ω_b². The other N−1 eigenvalues are positive and I call them ω'_j². Measuring the normal coordinates from the saddle,

V = V_S − ½ ω_b² Q_b² + ½ Σ_{j=1}^{N−1} ω'_j² Q_j².

Choose the plane Q_b = 0, whose normal is the unstable eigenvector. On this plane the negative term is absent, and the saddle point is a true minimum. The surface integral is an ordinary Gaussian one in N−1 dimensions:

∫_S exp(−V/k_BT) dS = exp(−V_S/k_BT) (2πk_BT)^((N−1)/2) / ∏_{j=1}^{N−1} ω'_j.

Far from the saddle the plane could be bent without changing this leading result, provided the whole surface still separates A from B and the potential on the bent part is well above V_S.

**Q.** Put the pieces together. I want to see where every 2π goes.

**A.** Write ΔV = V_S − V_A. The ratio of the two integrals is

(2πk_BT)^((N−1)/2 − N/2) · [∏ω_i/∏ω'_j] · exp(−ΔV/k_BT)
= (1/√(2πk_BT)) · [∏ω_i/∏ω'_j] · exp(−ΔV/k_BT).

The mean speed supplies √(k_BT/2π), and

√(k_BT/2π) · 1/√(2πk_BT) = 1/2π.

The temperature cancels from the prefactor. The result is Vineyard's rate,

Γ = (1/2π) · [∏_{i=1}^{N} ω_i / ∏_{j=1}^{N−1} ω'_j] · exp(−ΔV/k_BT).

With ordinary frequencies, ω = 2πν, the numerator contributes (2π)^N and the denominator (2π)^(N−1). One factor 2π survives and cancels the 1/2π:

Γ = [∏_{i=1}^{N} ν_i / ∏_{j=1}^{N−1} ν'_j] · exp(−ΔV/k_BT).

The bracket is the attempt frequency, ν*. It is a product of N frequencies over a product of N−1, so it has the dimension of one frequency.

**Q.** The imaginary frequency has dropped out. It seems odd that a sharp barrier and a flat one should give the same rate.

**A.** In one dimension the result is Γ = ν_A exp(−ΔV/k_BT), with no barrier curvature at all. The flux is counted at a single point, and it depends on the density and the speed there. How V falls away on either side affects neither. The curvature matters for what was assumed: whether a system returns after crossing, and whether it tunnels.

In several dimensions the absence is less complete than it looks. The eigenvalues satisfy

∏ω_i² = det H_A and ω_b² ∏ω'_j² = |det H_S|.

Let K be the matrix of second derivatives in the ordinary displacements x. Since ∂/∂q_i = (1/√m_i) ∂/∂x_i, we have H_ij = K_ij/√(m_i m_j). Taking one factor 1/√m_i from each row and one from each column gives det H = det K/∏m_i. The masses cancel between well and saddle, so

Γ = (ω_b/2π) √(det K_A/|det K_S|) exp(−ΔV/k_BT).

This is the same rate, written another way. For a fixed potential the masses enter through ω_b alone. If every mass is multiplied by c, then ω_b and the rate are both multiplied by 1/√c.

**Q.** What do the other modes do physically? I would expect them to be spectators.

**A.** A mode whose frequency is the same at the well and at the saddle, and which mixes with no other, is a spectator: it cancels. A mode that softens at the saddle makes the pass wide and raises the rate. One that stiffens makes the pass narrow and lowers it.

This is entropy. A classical oscillator has the partition function k_BT/(hν). With Z_A built from the N well modes and Z_S from the N−1 real saddle modes,

(k_BT/h) · Z_S/Z_A = (k_BT/h) · (h/k_BT) · ∏ν_i/∏ν'_j = ∏ν_i/∏ν'_j.

Planck's constant cancels, as it must in a classical result. Each classical oscillator has the entropy k_B(1 + ln Z), where Z is its partition function. The pass has one mode fewer than the well, so with ΔS the entropy of the pass minus that of the well,

ν* = (k_BT/h) exp(1 + ΔS/k_B).

The attempt frequency need not equal the frequency of any particular mode.

**Q.** A free crystal has three translations of zero frequency. Your products would be zero over zero.

**A.** Uniform translations must be left out of both products. In mass-weighted coordinates a translation along a Cartesian axis has components proportional to √m_i on the coordinates of that axis, so its direction is the same at the well and at the saddle. V is constant along it. The unstable eigenvector is orthogonal to it, so the translation lies in the dividing plane. Its integral is the same available length above and below, and cancels. For a periodic crystal of M movable atoms this leaves N = 3M−3.

A mode that becomes soft at the saddle alone is a different matter. As ω'_j → 0 the formula diverges, but the true surface integral doesn't if the motion is bounded. If that mode is uncoupled from the others, the Gaussian factor √(2πk_BT)/ω'_j is replaced by the actual integral of the Boltzmann factor along its direction. If it is coupled, the modes it couples to must be integrated together with it.

**Q.** How large is the error when all modes are reasonably stiff?

**A.** For a fixed smooth potential it starts at first order in T. Near either stationary point set q = q₀ + √(k_BT) y. The energy in units of k_BT becomes

(V−V₀)/k_BT = ½ y·Hy + √(k_BT) C₃(y) + k_BT C₄(y) + …,

where C₃ and C₄ are the cubic and quartic terms of the expansion. The first correction to the Gaussian integral is the average of C₃, which vanishes because C₃ is odd. What remains comes from C₄ and from the square of C₃, both multiplied by k_BT. If the anharmonic terms are set by the same energy scale as the barrier, the relative error is of order k_BT/ΔV.

**Q.** And if there are several ways out?

**A.** The surface integral then receives a separate Gaussian contribution near each saddle, and the rates add. For g exits equivalent by symmetry, the rate is g times the rate through one.

## Second half: the choice of surface, and a polar cell

The symbols carried over are these. The q_i are mass-weighted coordinates, and u = n·q̇ is the velocity along the normal n of the dividing plane. The well has angular frequencies ω_i. The saddle has real frequencies ω'_j and one imaginary frequency of size ω_b, with normal coordinates Q_j and Q_b. The barrier is ΔV. With the plane normal to the unstable mode, the harmonic rate is

Γ = ν* exp(−ΔV/k_BT), ν* = ∏ν_i/∏ν'_j.

The mean forward speed is ⟨u₊⟩ = √(k_BT/2π) for every plane.

**Q.** You chose the plane that made the integral easy. In a ferroelectric I would choose a surface of constant polarization. Why should nature prefer yours?

**A.** Let me compute the flux through a tilted plane through the saddle. Its normal has components n_b along the unstable mode, taken positive, and n_j along the others. On the plane, n_b Q_b + Σ n_j Q_j = 0, so

Q_b = −Σ_j n_j Q_j/n_b.

I use the Q_j as coordinates on the plane. Projection along Q_b gives dS = ∏dQ_j/n_b. With y_j = ω'_j Q_j and a vector d of components d_j = n_j/(n_b ω'_j), we have Q_b = −d·y and

V − V_S = ½|y|² − ½ω_b² (d·y)².

Only the component of y along d is affected by the second term. Its quadratic coefficient is reduced from 1 to 1 − ω_b²|d|², which must be positive if the saddle is to be a minimum on the plane. The Gaussian integral therefore acquires a factor 1/√(1−ω_b²|d|²) from that component and 1/n_b from dS. Define

R = n_b² (1 − ω_b²|d|²) = n_b² − ω_b² Σ_j n_j²/ω'_j².

Then

Γ(n) = Γ/√R.

Since R ≤ n_b² ≤ 1, a tilted plane gives at least as large a flux. Equality requires n_b = 1. Among these planes, and in the harmonic limit, the unstable direction gives the smallest count.

**Q.** A smaller count isn't automatically a truer one. Perhaps the tilted plane catches escapes that yours misses.

This part has derived Vineyard's harmonic rate and shown that a tilted plane through the saddle gives a flux at least as large as the plane normal to the unstable mode. It remains to decide whether the extra crossings are true escapes or returns, and to try the formula on a model polar cell in a field.
